\section*{Channel Piezoresistance from Four-Point Bending with Error Separation}

\section{Result and conventions}

A transistor on a bent strip changes its resistance because its channel conducts differently, its threshold voltage moves, its contacts respond to stress and its dimensions change. The quantity sought is
\begin{equation}
\pi(V)=\left.\frac{\partial\ln r_s}{\partial\sigma}\right|_{V},
\label{def}
\end{equation}
where $r_s$ is the channel sheet resistance, $\sigma$ the stress (tension positive) and $V$ the mean gate overdrive. Let $\delta$ be the displacement of the inner rollers relative to the outer ones, and let a prime denote $d/d\delta$. Then
\begin{equation}
\pi=\frac{1}{E}\left[\frac{S}{g}\mp(1+\nu)\right],\qquad
S=\frac{c'+b'/V}{c+b/V},\qquad
g=\frac{3h}{a(3L_o-4a)} .
\label{result}
\end{equation}
The upper sign holds for current along the stress, the lower for current across it. Here $E$ is Young's modulus along the strip, $\nu$ Poisson's ratio for the transverse strain in the strip plane (in a crystal both depend on direction), $h$ the strip thickness, $a$ the distance from an outer to the nearest inner roller, and $L_o$ the outer span. The coefficients $c,b$ describe channel resistance per unit length and come from a joint fit over gate voltages and channel lengths.

The coefficient is a local slope at the mean applied stress. Any stress dependence of the gate capacitance per area is included in $\pi$. Engineering units are used; note that $1\,\mathrm{mV/GPa}=1\,\mathrm{V/TPa}$.

\section{From displacement to stress}

Assume a narrow, linear elastic strip with small deflection $y(x)$, loaded without friction at contact points that stay fixed. The bending moment grows linearly from an outer roller to the inner one and is constant between the inner rollers. The curvature is therefore $\kappa_0x/a$ for $0<x<a$ and $\kappa_0$ in the central region. Symmetry makes the slope vanish at midspan, so
\begin{align}
y'(a)&=\kappa_0\left(\frac{L_o}{2}-a\right),\\
y'(x)&=y'(a)+\int_x^a\frac{\kappa_0s}{a}\,ds
=\kappa_0\left(\frac{L_o}{2}-a+\frac{a^2-x^2}{2a}\right),\quad x<a
\end{align}
(in these two lines the prime means $d/dx$). Integrating from the outer roller, where $y=0$,
\begin{equation}
\delta=y(a)=\kappa_0\left(\frac{aL_o}{2}-a^2+\frac{a^2}{3}\right)
=\frac{\kappa_0a(3L_o-4a)}{6}.
\end{equation}
The neutral plane lies at half thickness, so the convex surface has strain $\varepsilon=\kappa_0h/2=g\delta$, with $g$ as in \eqref{result}. The sides are free, hence $\sigma=E\varepsilon$ and the transverse strain is $-\nu\varepsilon$.

The last statement needs a narrow strip. Transverse contraction gives the cross-section a curvature $\nu\kappa_0$ and a sagitta $\nu\kappa_0w^2/8$ across the width $w$. Because the strip is also bent lengthwise, this sagitta adds a longitudinal strain of order $\nu\kappa_0^2w^2/8$. Relative to the transverse bending strain $\nu\kappa_0h/2$ at the surface, this is $\kappa_0w^2/(4h)$, which must be small compared with one whatever the value of $\nu$. In a plate too wide for this, the transverse curvature is suppressed, a transverse stress appears, and \eqref{result} no longer applies. The condition is necessary but not sufficient: $w$ must also be small compared with the inner span $L_o-2a$, since a plate whose width is comparable to that span loses part of its transverse curvature even as $\kappa_0\to0$. In a crystal the strip must also be cut along a symmetry direction, such as [100] or [110] on a (001) silicon wafer; otherwise bending couples to twist, the rollers restrain the twist, and a shear stress appears.

\section{Channel and series resistance}

Let source and drain each contribute $R_s/2$, independent of gate voltage. With current $I$, the channel ends are at $IR_s/2$ and $V_D-IR_s/2$. Their mean is $V_D/2$, whatever the current, so the mean overdrive is
\begin{equation}
V=V_G-V_T-V_D/2 .
\end{equation}
This cancellation fails if the two resistances differ.

In the gradual-channel model, the sheet conductance at local overdrive $u$ is taken as $f(u)=\beta u/(1+\theta u)$; inverse mobility is then linear in overdrive. If $V_i=V_D-IR_s$ is the voltage across the channel and $L_c,W_c$ are its dimensions,
\begin{equation}
I=\frac{W_c}{L_c}V_i\langle f\rangle,\qquad
\langle f\rangle=f(V)+\frac{V_i^2}{24}f''(V)+\dots
\end{equation}
(here $f''=d^2f/dV^2$). The factor $1/24$ is half the variance $V_i^2/12$ of a uniform distribution. Since $f''=-2\beta\theta/(1+\theta V)^3$, the relative correction is $-\theta V_i^2/[12V(1+\theta V)^2]$, which is small in the linear region. Dropping it, $r_s=1/f(V)$ and
\begin{equation}
R=R_s+\frac{V_i}{I}=R_s+\frac{L_c}{W_c}\,\frac{1+\theta V}{\beta V}.
\end{equation}

Let $L$ and $W$ be the unstrained drawn length and width, and $\Delta L$ a length offset whose unstrained value does not depend on stress. For current along the stress, $L_c=(L-\Delta L)(1+\varepsilon)$ and $W_c=W(1-\nu\varepsilon)$. Hence
\begin{equation}
R=R_s+(L-\Delta L)\rho,\qquad
\rho=\frac{1+\varepsilon}{W(1-\nu\varepsilon)}\,r_s=c+\frac{b}{V}.
\label{model}
\end{equation}
The ratio $c/b$ equals $\theta$. To leading order in strain, the geometric prefactor contributes $(1+\nu)\,d\varepsilon/d\sigma=(1+\nu)/E$ to $\partial\ln\rho/\partial\sigma$. For current across the stress the two strains exchange roles and the sign reverses. Thus
\begin{equation}
S=\left.\frac{\partial\ln\rho}{\partial\delta}\right|_V
=gE\left[\pi\pm\frac{1+\nu}{E}\right],
\end{equation}
and solving for $\pi$ gives \eqref{result}.

\subsection{What a single device shows}

At fixed $V_G$ the overdrive itself moves: $dV/d\sigma=-dV_T/d\sigma$. From \eqref{model},
\begin{equation}
\frac{\partial\ln\rho}{\partial V}=\frac{\theta}{1+\theta V}-\frac1V
=-\frac{1}{V(1+\theta V)} .
\label{dv}
\end{equation}
With $r=R_s/R$, the logarithmic derivative of a sum is the weighted mean of the logarithmic derivatives. For current along the stress,
\begin{equation}
\frac{d\ln R}{d\sigma}=(1-r)\left[\pi+\frac{1+\nu}{E}
+\frac{dV_T/d\sigma}{V(1+\theta V)}\right]+r\frac{d\ln R_s}{d\sigma}.
\label{apparent}
\end{equation}
A long channel removes the last term but leaves the threshold term. A large overdrive suppresses the threshold term but increases $r$, because the channel resistance falls. Neither limit alone yields $\pi$. Even at large overdrive in a channel long enough to keep $r$ small, the geometric term $(1+\nu)/E$ remains.

\section{The extraction algorithm}

\paragraph{Step 1: regression in displacement.}
For each transistor $j$ and gate voltage $i$, put $t=\delta-\bar\delta$ and fit $\ln R=y_0+y_1t+y_2t^2$. This gives $R=e^{y_0}$ and $R'=e^{y_0}y_1$ at the central reading. For symmetric readings $\sum t=\sum t^3=0$, so the normal equation for the slope decouples:
\begin{equation}
y_1=\frac{\sum t\ln R}{\sum t^2},\qquad u(y_1)=\frac{s}{\sqrt{\sum t^2}},
\end{equation}
where $s$ is the relative noise of one reading.

Let the true displacement be the reading plus an unknown constant $\delta_0$. This constant leaves $t$ unchanged. It merely shifts the stress at which the slope is taken by $Eg\delta_0$. In contrast, dividing the change of $\ln R$ from the unbent state by one reading $\delta$ gives a slope too large by the relative amount $\delta_0/\delta$ at first order.

\paragraph{Step 2: baseline fit.}
Fit \eqref{model} to all $R_{ij}$ with weights $1/R_{ij}$. The unknowns are $R_s,\Delta L,c,b$ and one threshold $V_{Tj}$ per transistor. With $\ell_j=L_j-\Delta L$, the derivatives needed for Gauss--Newton steps are
\begin{equation}
\begin{aligned}
\frac{\partial R}{\partial R_s}&=1,&
\frac{\partial R}{\partial\Delta L}&=-\left(c+\frac bV\right),&
\frac{\partial R}{\partial c}&=\ell_j,\\
\frac{\partial R}{\partial b}&=\frac{\ell_j}{V},&
\frac{\partial R}{\partial V_{Tj}}&=\frac{\ell_jb}{V^2}.
\end{aligned}
\end{equation}
The last sign is positive because a higher threshold lowers $V$. To start, set $\Delta L=0$, take a rough estimate of the threshold for all transistors and solve the remaining linear problem for $R_s,c,b$.

\paragraph{Step 3: slope fit.}
Differentiate \eqref{model} at fixed $V_G$. Strain of the channel is already contained in $c,b$. With $R_s$ independent of gate voltage, as assumed here, $\Delta L'=0$ and
\begin{equation}
R'_{ij}=R_s'+\ell_j\left(c'+\frac{b'}{V_{ij}}\right)
+\frac{\ell_jb}{V_{ij}^2}V_{Tj}' .
\label{slopes}
\end{equation}
This is linear in $R_s',c',b',V_{Tj}'$ and is solved with the same weights.

\paragraph{Step 4: conversion.}
Form $S$ at the chosen overdrive and apply \eqref{result}.

The gate dependence supplies three distinct functions, $1$, $1/V$ and $1/V^2$, so separating them for each transistor on its own takes at least three gate voltages. For one length the columns of $R_s'$ and $c'$ in \eqref{slopes} are both constant, and only $R_s'+\ell c'$ is determined. Two lengths suffice in principle: each device gives a constant part $R_s+c\ell_j$ and a $1/V$ part $b\ell_j$. The latter pair fixes $b$ and $\Delta L$; the former then fixes $c$ and $R_s$. The same applies to their slopes.

\section{Uncertainty}

\subsection{Random part}

For symmetric readings, $y_0$ and $y_1$ have uncorrelated errors. Treating the fitted values from all devices and gates as independent inputs $z_k$,
\begin{equation}
u_r^2=\sum_k\left(\frac{\partial\pi}{\partial z_k}\right)^2u^2(z_k),
\end{equation}
with derivatives taken by changing each input and repeating steps 2--4. This includes the cost of separating the parameters, but covers electrical noise only. If all devices are read at the same bend, they share any random error of the displacement reading. Independent errors of standard deviation $u_\delta$ from bend to bend then give $S$ a relative uncertainty of about $u_\delta/\sqrt{\sum t^2}$, which more devices or gate voltages do not reduce.

\subsection{Calibration part}

Let the true displacement be $q$ times the reading, with nominal $q=1$, and define $K=S/(gq)$. From $\pi=[K\mp(1+\nu)]/E$,
\begin{equation}
\frac{\partial\pi}{\partial\ln(gq)}=-\frac KE,\qquad
\frac{\partial\pi}{\partial\ln E}=-\pi,\qquad
\frac{\partial\pi}{\partial\nu}=\mp\frac1E .
\end{equation}
For independent calibration errors this gives
\begin{equation}
u_c^2=\left(\frac KE\right)^2u^2(\ln gq)+\pi^2u^2(\ln E)+\frac{u^2(\nu)}{E^2}.
\label{cal}
\end{equation}
Differentiating $\ln g=\ln3+\ln h-\ln a-\ln(3L_o-4a)$ gives the sensitivities
\begin{equation}
\frac{\partial\ln g}{\partial\ln h}=1,\quad
\frac{\partial\ln g}{\partial\ln a}=-1+\frac{4a}{3L_o-4a},\quad
\frac{\partial\ln g}{\partial\ln L_o}=-\frac{3L_o}{3L_o-4a}.
\end{equation}

All devices on the strip share these errors. The mean of $N$ extractions with independent random errors therefore has variance $u_r^2/N+u_c^2$, and $u_c$ sets a floor. In a ratio of two coefficients for the same current direction, $E$ cancels. The strain scale nearly cancels if $|K|\gg1+\nu$ for both; the geometric term prevents full cancellation.

\section{Worked example}

The data are synthetic, with round parameters. The current is calculated from local mobility along the channel and self-consistent voltage drops at source and drain, so the data are not generated from \eqref{model}. The numerical output follows the text.

\subsection{Strip and apparent coefficients}

For $h=0.70$, $a=10$ and $L_o=40$ mm,
\begin{equation}
g=\frac{3(0.70)}{10(120-40)}\,\mathrm{mm^{-1}}
=2.625\times10^{-3}\,\mathrm{mm^{-1}} .
\end{equation}
A test by numerical integration of the curvature confirms this value. The mean stress is 75.9 MPa. For the 5 mm wide strip, $\kappa_0w^2/h=0.046$, so $\kappa_0w^2/(4h)\simeq0.01$; the width is also only a quarter of the 20 mm inner span, and the strip counts as narrow.

At $V=0.60$ V the shortest transistor, with drawn length $0.2\,\mu$m, has $r=0.437$. Its apparent coefficient is $-195.5\,\mathrm{TPa^{-1}}$. By \eqref{apparent}, the channel including geometry contributes $-153.0$, the threshold $-20.7$ and the series resistance $-21.9\,\mathrm{TPa^{-1}}$; their sum agrees within rounding.

The apparent values for drawn lengths of 1 and $2\,\mu$m are $-271.3$ and $-285.0\,\mathrm{TPa^{-1}}$. They bracket the true $\pi=-278.1\,\mathrm{TPa^{-1}}$, but the apparent value does not converge to it. With the long-device threshold shift of $-20$ mV/GPa and $\theta\simeq0.30\,\mathrm{V^{-1}}$, the long-channel limit of \eqref{apparent} is
\begin{equation}
-278.1+6.5-\frac{20}{0.60(1.18)}\simeq-300\,\mathrm{TPa^{-1}} .
\end{equation}
Agreement at an intermediate length is a compensation of errors.

\subsection{Extraction}

The noisy data set gives $c=73.94\,\Omega/\mu\mathrm m$ and $b=244.53\,\Omega\,\mathrm V/\mu\mathrm m$, hence $\theta=c/b=0.302\,\mathrm{V^{-1}}$. With $V_D=0.05$ V, the neglected curvature correction is at most about $8\times10^{-5}$ of the current at $V=0.60$ V, and at most about $2\times10^{-4}$ of the current at the lowest fitted overdrive, about $0.26$ V. These bounds hold within the gradual-channel model, which has no velocity saturation. In the shortest device the lateral field is about 1.8 kV/cm, which for a mobility of a few hundred $\mathrm{cm^2/(V\,s)}$ gives a drift velocity of several percent of the saturation velocity; in a real device this can exceed the curvature correction, and a smaller $V_D$ reduces it. The fitted slope is $S=-0.12151\,\mathrm{mm^{-1}}$, so
\begin{equation}
K=\frac{-0.12151}{0.002625}=-46.29,\qquad
\pi=\frac{-46.29-1.10}{0.170\,\mathrm{TPa}}=-278.8\,\mathrm{TPa^{-1}} .
\end{equation}
Tension lowers the sheet resistance. Without noise, tests recover the true value for both current directions to within $0.5\,\mathrm{TPa^{-1}}$.

The propagated random uncertainty is $0.63\,\mathrm{TPa^{-1}}$, as is the spread of repeated synthetic experiments. The nine readings have $\sum t^2=0.0375\,\mathrm{mm^2}$. With $s=5\times10^{-5}$, one device at one gate voltage would give its apparent slope with uncertainty
\begin{equation}
\frac{5\times10^{-5}}{\sqrt{0.0375}\,(0.170)(0.002625)}\simeq0.58\,\mathrm{TPa^{-1}} .
\end{equation}
Using 44 such slopes does not improve on this figure, because the information is spent on separating the unknowns. Random displacement errors of $1\,\mu$m, absent from these data, would add an uncertainty of $272\times0.001/\sqrt{0.0375}\simeq1.4\,\mathrm{TPa^{-1}}$.

For calibration, the relative contributions of $h$, $a$, $L_o$ and $q$ are $0.71$, $0.50$, $0.375$ and $0.50\%$. Their root sum of squares is $1.07\%$. This budget takes the contact points as fixed. On round rollers they move as the strip rotates, which here would raise the local $d\varepsilon/d\delta$ above $g$ by about $0.4\%$ for a roller radius of 1 mm and about $1\%$ for 3 mm; in a measurement this must be corrected or added. Equation \eqref{cal} becomes
\begin{equation}
u_c=\sqrt{(272\times0.0107)^2+(279\times0.01)^2+(0.02/0.170)^2}
\simeq4.0\,\mathrm{TPa^{-1}},
\end{equation}
in agreement with sampling. The result is
\begin{equation}
\pi=(-279\pm4)\,\mathrm{TPa^{-1}}=(-27.9\pm0.4)\times10^{-11}\,\mathrm{Pa^{-1}},
\end{equation}
with one combined standard uncertainty. More electrical averaging would hardly reduce it. The ratio $\pi(1.0\,\mathrm V)/\pi(0.6\,\mathrm V)=0.971$ has a relative calibration spread of about $0.0015\%$; its random error is a separate matter.

\subsection{Offset and choice of reference stress}

The hidden displacement offset of $0.020$ mm shifts the stress by $8.9$ MPa and changes the regressed coefficient by $0.77\,\mathrm{TPa^{-1}}$. For the apparent coefficient of the longest transistor, the one-point estimate at a reading of $0.25$ mm is too large in magnitude by $8.5\%$ relative to the local slope, close to the first-order prediction $0.020/0.25=8\%$.

The change with offset also measures how $\pi$ varies with stress. Linear extrapolation over 75.9 MPa would make the zero-stress value more negative by about $7\,\mathrm{TPa^{-1}}$. This exceeds the combined uncertainty, so the stress at which $\pi$ is reported matters.

\section{Threshold ambiguity and its remedy}

Omitting the $V_{Tj}'$ columns changes the noise-free result to $-313.7\,\mathrm{TPa^{-1}}$. Including them removes this error, but their separation from mobility rests on the assumed form of $\rho$. For an arbitrary function $\rho(V,\sigma)$, replace
\begin{equation}
V_T\to V_T+\eta(\sigma),\qquad
\tilde\rho(V,\sigma)=\rho(V+\eta,\sigma).
\end{equation}
The new overdrive is lower by $\eta$, so $\tilde\rho$ reproduces the same resistance at every gate voltage. If $\eta=0$ at the reference stress, the inferred coefficient nevertheless changes:
\begin{equation}
\tilde\pi=\pi+\frac{d\eta}{d\sigma}\frac{\partial\ln\rho}{\partial V}.
\end{equation}
Current data alone cannot decide between the two descriptions. By \eqref{dv}, an error of $1$ mV/GPa in the threshold shift changes $\pi$ here by about $-1.4\,\mathrm{TPa^{-1}}$.

A concrete failure occurs when inverse mobility contains a quadratic term, here $0.10\,V^2$ with $V$ in volts, whose coefficient has a relative stress response of $500\,\mathrm{TPa^{-1}}$. It adds a part proportional to $V$ to both $\rho$ and $\rho'$, outside the functions in \eqref{model} and \eqref{slopes}, so the baseline fit and the slope fit are both misspecified. The result is then biased by $-14.9\,\mathrm{TPa^{-1}}$ relative to the true coefficient for that law, more than three times the combined uncertainty quoted above. This particular failure is visible in the data: the baseline fit leaves residuals of about $0.2\%$ of $R$, far above the noise, so the residuals should always be inspected. That uncertainty does not cover an incorrect mobility law. Nor does it cover a series resistance that depends on gate voltage, as it can in real transistors: part of it is then absorbed in $\Delta L$, and setting $\Delta L'=0$ is no longer justified.

The remedy is to determine $V_{Tj}(\sigma)$ independently, for example from gate-to-channel capacitance, and set
\begin{equation}
V_{G,j}(\sigma)=V_{Tj}(\sigma)+V+V_D/2 .
\end{equation}
If all transistors have the same $R_s$ at this overdrive, the slope of $R$ against $L$ at each stress is then $\rho(V,\sigma)$ without a prescribed gate dependence. In the same failure case, with known thresholds and no noise, this method leaves a bias of $0.015\,\mathrm{TPa^{-1}}$. In a measurement, the uncertainty of the independently determined threshold shifts must be added. This is demanding: the stress changes by only 89 MPa over the range of readings, so an error of $1\,\mathrm{mV/GPa}$ corresponds to a threshold error of just $0.09$ mV.

Temperature must also be steady. If $\ln R$ has temperature coefficient $\alpha$, a drift correlated with loading adds $\alpha\,dT/d\delta$ to $y_1$. The displacement regression cannot distinguish this from piezoresistance; repeating the readings in a different order can reveal a drift in time. The demand is strict: if mobility varies as $T^{-3/2}$ near 300 K, a steady drift of only 0.1 K over the range of readings changes the extracted $\pi$ by about $5.6\,\mathrm{TPa^{-1}}$, more than the combined uncertainty above.

\section*{Values computed for the example and the checks}
\begin{verbatim}
Young modulus 170 GPa; Poisson ratio 0.10
thickness 0.70, arm 10.0, outer span 40.0 mm
std. unc. thickness 0.005, arm 0.1, span 0.1 mm
rel. unc. gain 0.005, Young 0.01; nu unc. 0.02
strain per displacement, formula: 2.6250 1e-3/mm
strain per displacement, integrated: 2.6250 1e-3/mm
readings 0.05 to 0.25 mm, 9 steps
hidden displacement offset: 0.020 mm
true mean stress: 75.9 MPa
strip width 5.0 mm; width^2*curvature/h: 0.046
drawn lengths (um): [0.2 0.5 1.  2. ] ; width 10 um
gates 0.7 to 1.7 V, 11 values
drain voltage 0.050 V; evaluation overdrive 0.60 V
relative noise per resistance reading: 5.0e-05
input threshold shifts (mV/GPa): [-26. -22. -20. -20.]
R at evaluation overdrive (ohm): [ 136.82  281.28  522.06 1003.61]
series fraction of R: [0.437 0.213 0.114 0.06 ]
apparent coefficients (1/TPa): [-195.5 -249.  -271.3 -285. ]
shortest, channel part: -153.0 1/TPa
shortest, threshold part: -20.7 1/TPa
shortest, series part: -21.9 1/TPa
fitted series resistance: 59.77 ohm (true 59.77)
fitted length offset: 0.0400 um (true 0.0400)
fitted c: 73.94 ohm/um; b: 244.53 ohm V/um
fitted thresholds (V): [0.3681 0.3884 0.4086 0.4186]
fitted threshold shifts (mV/GPa): [-25.71 -21.63 -19.68 -19.7 ]
spread of longest-device shift: 0.36 mV/GPa
channel log slope S: -0.12151 1/mm
gauge factor K: -46.29
geometric term (1+nu)/E: 6.47 1/TPa
extracted pi: -278.76 1/TPa = -27.88 1e-11/Pa
true pi: -278.09 1/TPa
noise-free pi, along: -278.11; across: -278.10 1/TPa
random unc.: 0.63; repeated runs: 0.63 1/TPa
relative unc. of strain scale: 1.07 %
calibration unc.: 4.04; sampled: 4.04 1/TPa
combined standard uncertainty: 4.09 1/TPa
pi(1.0 V)/pi(0.6 V): 0.9707
its relative calibration spread: 0.0015 %
pi if threshold shifts are ignored: -313.7 1/TPa
pi change caused by offset, regression: 0.77 1/TPa
one-point relative error from offset: 8.5 %
rank for one length: 3 of 4 unknown slopes
quadratic mobility term: 0.10 1/V^2, stress response 500 1/TPa
fit bias with that term: -14.92 1/TPa
constant-overdrive bias with that term: 0.015 1/TPa
\end{verbatim}
